# Examination question: Slater integrals of hydrogenic orbitals and the $1/Z$ expansion of two-electron ions

Two electrons move about a fixed point nucleus of charge $Z$, without relativity. In atomic units

$$H=-\tfrac12\nabla_1^2-\tfrac12\nabla_2^2-\frac{Z}{r_1}-\frac{Z}{r_2}+\frac{1}{r_{12}} .$$

The formula $\int_0^\infty r^n e^{-cr}\,dr=n!/c^{\,n+1}$ may be used. For $Z=1$ an $s$ orbital is $\phi_a=P_a(r)/(r\sqrt{4\pi})$, with

$$P_1=2r\,e^{-r}\ \ (1s),\qquad P_2=\tfrac{1}{\sqrt2}\,r\left(1-\tfrac r2\right)e^{-r/2}\ \ (2s).$$

## (a) Check the orbitals, and bring $H$ to a form that gives an expansion of the energy in $1/Z$.

**Answer.** An $s$ orbital obeys $-\tfrac12P''-P/r=\varepsilon P$. Since $P_1''=2(r-2)e^{-r}$, the left side is $[-(r-2)-2]e^{-r}=-\tfrac12P_1$. Since $\sqrt2P_2''=(-2+\tfrac54r-\tfrac18r^2)e^{-r/2}$, the left side times $\sqrt2$ is $(1-\tfrac58r+\tfrac1{16}r^2-1+\tfrac12r)e^{-r/2}=-\tfrac18(r-\tfrac12r^2)e^{-r/2}$. So $\varepsilon_1=-\tfrac12$ and $\varepsilon_2=-\tfrac18$. The norms are $4\cdot2!/2^3=1$ and $\tfrac12\left(2!-3!+\tfrac14\,4!\right)=1$.

Measure lengths in units of $1/Z$, that is, replace $\mathbf r_i$ by $\mathbf r_i/Z$. Each Laplacian gains $Z^2$, each $Z/r_i$ becomes $Z^2/r_i$, and $1/r_{12}$ becomes $Z/r_{12}$:

$$H=Z^2\,[H_0+\lambda V],\qquad H_0=\sum_{i=1,2}\left(-\tfrac12\nabla_i^2-\tfrac1{r_i}\right),\quad V=\frac1{r_{12}},\quad \lambda=\frac1Z .$$

Write $E/Z^2=E_0+\lambda E_1+\lambda^2E_2+\dots$ and $\psi=\psi_0+\lambda\psi_1+\dots$, with $\langle\psi_0|\psi_0\rangle=1$ and the corrections orthogonal to $\psi_0$. Then

$$E=Z^2E_0+ZE_1+E_2+O(1/Z).$$

The order $\lambda$ of the eigenvalue equation is $(H_0-E_0)\psi_1=(E_1-V)\psi_0$. Projected on $\psi_0$ the left side vanishes, because $H_0$ is Hermitian, so $E_1=\langle\psi_0|V|\psi_0\rangle$. Projected on another eigenstate $n$ of $H_0$ it gives $\langle n|\psi_1\rangle=V_{n0}/(E_0-E_n)$. The order $\lambda^2$, projected on $\psi_0$, gives

$$E_2=\langle\psi_0|V|\psi_1\rangle=\sum_{n\ne0}\frac{|V_{n0}|^2}{E_0-E_n},$$

with the continuum included in the sum. Projected on a state $m$ degenerate with $\psi_0$, the first-order equation demands $V_{m0}=0$, so in a degenerate level $\psi_0$ must diagonalize $V$. Those degenerate states then drop out of the sum for $E_2$, since any component of $\psi_1$ along $m$ enters $\langle\psi_0|V|\psi_1\rangle$ multiplied by $V_{0m}=0$; the sum runs over $E_n\ne E_0$. Diagonalizing $V$ fixes $\psi_0$ only if first order or symmetry separates it from the rest of the level; otherwise the second-order coupling within the level must be diagonalized as well. Each state treated below is the only one of its symmetry in its level. The same scaling makes every repulsion integral over orbitals of charge $Z$ equal to $Z$ times its value for $Z=1$.

## (b) Reduce the repulsion between two spherical densities to radial integrals.

**Answer.** Let the densities be $f(r)/4\pi r^2$ and $g(s)/4\pi s^2$. With $\mathbf r$ as polar axis and $\mu$ the cosine of the angle between $\mathbf r$ and $\mathbf s$, the angular average of $1/r_{12}$ is

$$\frac12\int_{-1}^{1}\frac{d\mu}{\sqrt{r^2+s^2-2rs\mu}}=\left[-\frac{\sqrt{r^2+s^2-2rs\mu}}{2rs}\right]_{-1}^{1}=\frac{r+s-|r-s|}{2rs}=\frac1{r_>},$$

where $r_>=\max(r,s)$, since the numerator is twice the smaller radius. The volume elements cancel the factors $1/4\pi r^2$ and $1/4\pi s^2$, and the repulsion is

$$[f|g]=\int_0^\infty\!dr\int_0^\infty\!ds\,\frac{f(r)g(s)}{r_>} .$$

Two single-integral forms follow, both using the enclosed charge $Q_g(r)=\int_0^r g\,ds$. Splitting the $s$ integral at $s=r$ gives the potential form

$$[f|g]=\int_0^\infty f\,V_g\,dr,\qquad V_g(r)=\frac{Q_g(r)}{r}+\int_r^\infty\frac{g(s)}{s}\,ds .$$

Writing $1/r_>=\int_{r_>}^\infty dt/t^2$ and doing the $t$ integral last, so that $r$ and $s$ each run from $0$ to $t$, gives the field form

$$[f|g]=\int_0^\infty\frac{Q_f(t)\,Q_g(t)}{t^2}\,dt .$$

The Slater integrals needed are $J_{11}=F^0(1s,1s)=[P_1^2|P_1^2]$, $J_{12}=F^0(1s,2s)=[P_2^2|P_1^2]$ and $K_{12}=G^0(1s,2s)=[P_1P_2|P_1P_2]$.

## (c) Express $E_0$ and $E_1$ of $1s^2$ and of both $1s2s$ states through these integrals, treating every degeneracy.

**Answer.** $H$ contains no spin, and the total state is antisymmetric. A spatial function symmetric under $1\leftrightarrow2$ therefore goes with the antisymmetric singlet, and an antisymmetric one with the symmetric triplet.

The ground level $E_0=-\tfrac12-\tfrac12=-1$ has the single spatial state $\phi_1(1)\phi_1(2)$, a singlet, and $E_1=J_{11}$.

The next level is $E_0=-\tfrac12-\tfrac18=-\tfrac58$. The continuum of $H_0$ begins at $-\tfrac12$ (one electron in $1s$, one free at rest), so the level is discrete. A state with both principal quantum numbers at least 2 has energy at least $-\tfrac14$, so only $1s$ paired with an $n=2$ orbital contributes: $2s$ or one of three $2p$, in two orders, eight spatial states.

An element of $V$ between a $1s2s$ and a $1s2p$ product contains three $s$ orbitals and one $p$ orbital. One electron therefore carries a product of two $s$ orbitals, which by (b) acts as a spherical potential. The other carries an $s$ orbital times a $p$ orbital, whose angular integral $\int Y_{1m}\,d\Omega$ is zero. The two $1s2s$ products decouple from the other six. Their diagonal elements are $\langle\phi_1\phi_2|V|\phi_1\phi_2\rangle=J_{12}$; in the off-diagonal element $\langle\phi_1\phi_2|V|\phi_2\phi_1\rangle$ each electron carries $\phi_1\phi_2$, which gives $K_{12}$. The block and its eigenvectors are

$$\begin{pmatrix}J_{12}&K_{12}\\K_{12}&J_{12}\end{pmatrix},\qquad \psi_\pm=\frac{\phi_1(1)\phi_2(2)\pm\phi_2(1)\phi_1(2)}{\sqrt2},\qquad E_1=J_{12}\pm K_{12},$$

with the upper sign for ${}^1S$ and the lower for ${}^3S$.

## (d) Evaluate the three integrals and the three coefficients $E_1$. Which $1s2s$ state lies lower?

**Answer.** The $1s$ density $4r^2e^{-2r}$ encloses $Q_{11}=1-e^{-2r}(1+2r+2r^2)$: this vanishes at $r=0$, and its derivative is $e^{-2r}(2+4r+4r^2-2-4r)=4r^2e^{-2r}$. Integration by parts gives $\int_r^\infty4s\,e^{-2s}ds=e^{-2r}(2r+1)$. Hence

$$V_{11}=\frac1r-e^{-2r}\left(\frac1r+2+2r\right)+e^{-2r}(2r+1)=\frac1r-e^{-2r}\left(1+\frac1r\right).$$

The first term is the potential of a unit point charge, and the second is the reduction caused by the spreading of the charge, which dies off exponentially with distance. Then

$$J_{11}=4\int r\,e^{-2r}dr-4\int(r^2+r)\,e^{-4r}dr=1-4\left(\frac{2}{64}+\frac1{16}\right)=1-\frac38=\frac58 .$$

For $J_{12}$ use $P_2^2=\tfrac12r^2(1-r+\tfrac14r^2)e^{-r}$. The point-charge term is $\tfrac12\left(1!-2!+\tfrac14\,3!\right)=\tfrac14$. In the second term $r^2(1+1/r)=r^2+r$, and

$$(r+r^2)(1-r+\tfrac14r^2)=r+(1-1)r^2+(\tfrac14-1)r^3+\tfrac14r^4 ,$$

$$\frac12\int\left(r-\tfrac34r^3+\tfrac14r^4\right)e^{-3r}dr=\frac12\left(\frac19-\frac34\cdot\frac6{81}+\frac14\cdot\frac{24}{243}\right)=\frac12\cdot\frac{18-9+4}{162}=\frac{13}{324}.$$

So $J_{12}=\dfrac{81-13}{324}=\dfrac{17}{81}$.

The overlap density is $P_1P_2=\sqrt2\,r^2(1-\tfrac r2)e^{-3r/2}$. Because $\frac{d}{dr}\left(r^3e^{-3r/2}\right)=3r^2(1-\tfrac r2)e^{-3r/2}$, its enclosed charge is

$$Q_{12}=\frac{\sqrt2}{3}\,r^3e^{-3r/2}.$$

It grows up to the $2s$ node at $r=2$, where the density changes sign, and falls to zero at infinity, which is the orthogonality of $1s$ and $2s$. The field form gives

$$K_{12}=\int\frac{Q_{12}^2}{r^2}\,dr=\frac29\int r^4e^{-3r}dr=\frac29\cdot\frac{24}{243}=\frac{16}{729}.$$

For charge $Z$ the integrals are $5Z/8$, $17Z/81$ and $16Z/729$ hartree. With $17/81=153/729$,

$$E(1s^2\,{}^1S)=-Z^2+\tfrac58Z+\dots$$
$$E(1s2s\,{}^1S)=-\tfrac58Z^2+\tfrac{169}{729}Z+\dots$$
$$E(1s2s\,{}^3S)=-\tfrac58Z^2+\tfrac{137}{729}Z+\dots$$

The integrand of $K_{12}$ is a square, so $K_{12}>0$ and at first order the triplet lies lower, by $2K_{12}Z=32Z/729$. At first order, where both states are built from the same frozen orbitals, the splitting is electrostatic: $\psi_-$ vanishes at $\mathbf r_1=\mathbf r_2$, where $V$ is largest, while $|\psi_+|^2$ there is twice $|\phi_1\phi_2|^2$. This picture does not carry over to the exact states of He: differentiating the series of (a) with respect to $\lambda$ gives $\langle1/r_{12}\rangle=ZE_1+2E_2+\dots$, and with the $E_2$ values of (f) the singlet repulsion minus the triplet repulsion is $0.0439Z-0.134$ hartree through second order, negative in He although the triplet still lies lower; with accurate correlated wavefunctions of He the difference is $-0.019$ hartree. In the field form $J_{12}$ has a tail $1/t^2$ from two unit charges, which $K_{12}$ lacks because the overlap density is neutral.

## (e) Find the coupling between the two singlets. At which order does it act, and which first-order energies bound the exact ones?

**Answer.** Both terms of $\psi_+$ give the same integral, so $M=\langle\phi_1\phi_1|V|\psi_+\rangle=\tfrac{2}{\sqrt2}[P_1^2|P_1P_2]$. In the field form,

$$M=\frac23\int r\,e^{-3r/2}\left[1-e^{-2r}(1+2r+2r^2)\right]dr=\frac23\left[\frac49-\left(\frac4{49}+\frac{32}{343}+\frac{192}{2401}\right)\right],$$

where the last three terms use $c=7/2$. The round bracket is $(196+224+192)/2401=612/2401$, the square bracket is $(9604-5508)/21609=4096/21609$, and $M=8192/64827=0.12637$.

The two levels of $H_0$ differ by $\tfrac38$, so by (a) $M$ leaves $E_1$ alone. It adds $M^2/(3/8)=8M^2/3=+0.0426$ to $E_2$ of the excited singlet and the same amount with a minus sign to $E_2$ of the ground state. The triplet has no such term, since $V$ is symmetric under exchange and cannot connect $\psi_-$ to $\phi_1\phi_1$.

The first-order energy $Z^2E_0+ZE_1$ is the expectation value of the full $H$ in $\psi_0$. By the variational principle it lies above the lowest exact energy of the same symmetry, so it is an upper bound for the ground state and for the lowest ${}^3S$ state. The excited singlet is not the lowest of its symmetry, and $\psi_+$ may contain some of the exact ground state, so no such guarantee exists. A bound comes from the plane spanned by $\phi_1\phi_1$ and $\psi_+$. It contains a normalized vector orthogonal to the exact ground state. The expectation value of $H$ in that vector is at least the second exact ${}^1S$ energy, and at most the largest value in the plane, the upper root of the $2\times2$ matrix (the Hylleraas–Undheim–MacDonald theorem). With diagonal elements $A$ (ground) and $B$ (excited),

$$E(2\,{}^1S)\le\frac{A+B}2+\sqrt{\left(\frac{B-A}2\right)^2+Z^2M^2},$$

and the right side exceeds $B$.

## (f) Evaluate the results for He, C$^{4+}$ and Ne$^{8+}$, compare with an accurate solution of the same $H$, and say where first order fails.

**Answer.** The reference is a variational calculation built from 286 functions of $r_1$, $r_2$, $r_{12}$, which are symmetrized or antisymmetrized under exchange, with linearly dependent combinations then removed. Its energies are upper bounds; they move by less than $2\times10^{-4}$ hartree when the polynomial degree drops from 10 to 8, which is taken as an estimate of their accuracy, so they are quoted to 0.01 eV. Its finite-difference slope $d(E/Z^2)/d\lambda$ at $\lambda=0$ is 0.625000, 0.231824 and 0.187929, matching $5/8$, $169/729$ and $137/729$, and its curvature gives $E_2=-0.1577$, $-0.1145$ and $-0.0474$.

For He, with 1 hartree $=27.211386$ eV, $J_{11}=\tfrac58\cdot2\cdot27.211386=34.014$ eV, $J_{12}=11.422$ eV and $K_{12}=1.194$ eV; the overlap density changes sign at 0.529 Å. Up to rounding in the last digit,

$$1s^2:\ -108.846+34.014=-74.831\ \text{eV}\ \ (-2.75000\ \text{hartree}),$$
$${}^1S:\ -68.028+11.422+1.194=-55.412\ \text{eV}\ \ (-2.03635\ \text{hartree}),$$
$${}^3S:\ -68.028+11.422-1.194=-57.801\ \text{eV}\ \ (-2.12414\ \text{hartree}).$$

The correlated energies are $-79.01$, $-58.39$ and $-59.19$ eV ($-2.904$, $-2.146$, $-2.175$ hartree). With $ZM=6.877$ eV the singlet bound of (e) is $-65.122+\sqrt{9.710^2+6.877^2}=-53.223$ eV. This lies above the He$^+$ threshold $-Z^2/2$ hartree, half of $-108.846$ eV or $-54.423$ eV, so in He the bound does not even show that the state is bound. The diagonal value $B$ ($-55.412$ eV in He) does lie above the correlated energy in all three ions, but that is a computed fact and not a consequence of (e).

First-order energy minus correlated energy, in eV:

| ion | $1s^2$ | ${}^1S$ | ${}^3S$ |
|---|---|---|---|
| He | 4.18 | 2.98 | 1.39 |
| C$^{4+}$ | 4.25 | 3.07 | 1.32 |
| Ne$^{8+}$ | 4.27 | 3.09 | 1.30 |

The error is nearly independent of $Z$, as the series requires, and approaches $-E_2$, which for the ground state is $79.122-74.831=4.29$ eV. Relative to the correlated ground energy it falls from $4.18/79.01=5.3\%$ in He to $4.27/2555.33=0.17\%$ in Ne$^{8+}$. The excitation energy to the triplet is 17.03 against 19.82 eV in He, low by 14% of the correlated value, and 901.49 against 904.46 eV in Ne$^{8+}$, low by 0.33%. Adding $E_2$ destroys the bound: in He it gives $-79.12$ eV for the ground state, below the correlated energy.

The singlet–triplet splitting converges more slowly, because its leading term is only of order $Z$. Through second order the ratio of the splitting to its first-order value is

$$1+\frac{-0.1145+0.0474}{0.043896\,Z}=1-\frac{1.53}{Z}.$$

| $Z$ | first (eV) | correlated (eV) | ratio | $1-1.53/Z$ |
|---|---|---|---|---|
| 2 | 2.39 | 0.80 | 0.33 | 0.24 |
| 6 | 7.17 | 5.41 | 0.75 | 0.75 |
| 10 | 11.94 | 10.16 | 0.85 | 0.85 |

At $Z=40$ both the computed ratio and the estimate are 0.96. In He first order overestimates the splitting threefold and second order overcorrects. A plausible picture, offered as a conjecture and not tested here, is that the outer electron sees a charge nearer $Z-1$, moves outward and overlaps less with $1s$.

At small $Z$ first order fails qualitatively. Setting each first-order energy below the threshold $-Z^2/2$ requires $Z>5/4$ for the ground state, $Z>1096/729$ for the triplet and $Z>1352/729$ for the singlet, so at $Z=1$ it binds nothing, whereas the exact ground state of H$^-$ is bound, at $-0.528$ hartree against the threshold $-0.5$. A first-order energy above the threshold therefore does not show that the exact state is unbound. At large $Z$ the series improves but $H$ itself fails: the electron speed scales as $Z$ in atomic units, where the speed of light is $1/\alpha$ with $\alpha\approx0.0073$, so relativistic corrections, of relative size $(v/c)^2\sim Z^2\alpha^2$ on an energy of order $Z^2$, scale at leading order as $Z^4\alpha^2$ hartree, and on that scaling are already comparable with $E_2$ in Ne$^{8+}$. The numbers above belong to the nonrelativistic model with infinite nuclear mass.

The numerical check tests the integrals by double quadrature at $Z=1$ and $3$, the eight-state matrix with Gaussian-basis integrals, and the coefficients, bounds and splitting ratios with the correlated basis.

## Computed values

```
hartree = 27.211386 eV ; bohr = 0.529177 angstrom
-- coefficients, dimensionless (integrals in units of Z hartree)
screening part of J11 = 3/8 ; <1/r>_2s = 1/4 ; screening part of J12 = 13/324
J11 = 5/8 = 0.62500000 ; quadrature Z=1 0.62500000 ; Z=3, /3 0.62500000
J12 = 17/81 = 0.20987654 ; quadrature Z=1 0.20987654 ; Z=3, /3 0.20987654
K12 = 16/729 = 0.02194787 ; quadrature Z=1 0.02194787 ; Z=3, /3 0.02194787
M = 8192/64827 = 0.12636710 ; quadrature Z=1 0.12636710 ; Z=3, /3 0.12636710
2 K12 = 32/729 = 0.043896 ; 8 M^2/3 = 0.042583
Gaussian 8x8 roots: sym 0.23182 antisym 0.18793 ; max s-p 0e+00
correlated basis: degree 10, 286 functions; check degree 8
1s2 1S: E0 = -1 ; E1 = 5/8 = 0.625000 ; finite diff 0.625000 ; E2 = -0.1577
1s2s 1S: E0 = -5/8 ; E1 = 169/729 = 0.231824 ; finite diff 0.231824 ; E2 = -0.1145
1s2s 3S: E0 = -5/8 ; E1 = 137/729 = 0.187929 ; finite diff 0.187929 ; E2 = -0.0474
-- He, Z = 2 ; 2s node = 0.5292 angstrom
J11 34.014 eV ; J12 11.422 eV ; K12 1.194 eV ; M 6.877 eV
1s2 1S: zeroth -108.846 ; first -74.831 ; +E2 -79.122 ; correlated -79.014 eV
1s2s 1S: zeroth -68.028 ; first -55.412 ; +E2 -58.528 ; correlated -58.395 eV
1s2s 3S: zeroth -68.028 ; first -57.801 ; +E2 -59.091 ; correlated -59.191 eV
first minus correlated: 4.183 ; 2.983 ; 1.390 eV
upper root of 2x2 singlet matrix = -53.223 eV
excitation to 1S: first 19.419 ; correlated 20.619 eV
excitation to 3S: first 17.030 ; correlated 19.823 eV
1S-3S splitting: first 2.389 ; correlated 0.796 eV ; correlated/first 0.333
He first order: -2.75000 ; -2.03635 ; -2.12414 hartree
He correlated: -2.90372 ; -2.14597 ; -2.17523 hartree
-- C4+, Z = 6 ; 2s node = 0.1764 angstrom
J11 102.043 eV ; J12 34.266 eV ; K12 3.583 eV ; M 20.632 eV
1s2 1S: zeroth -979.610 ; first -877.567 ; +E2 -881.858 ; correlated -881.819 eV
1s2s 1S: zeroth -612.256 ; first -574.407 ; +E2 -577.523 ; correlated -577.480 eV
1s2s 3S: zeroth -612.256 ; first -581.573 ; +E2 -582.863 ; correlated -582.888 eV
first minus correlated: 4.252 ; 3.074 ; 1.315 eV
upper root of 2x2 singlet matrix = -573.009 eV
excitation to 1S: first 303.161 ; correlated 304.338 eV
excitation to 3S: first 295.994 ; correlated 298.930 eV
1S-3S splitting: first 7.167 ; correlated 5.408 eV ; correlated/first 0.755
-- Ne8+, Z = 10 ; 2s node = 0.1058 angstrom
J11 170.071 eV ; J12 57.110 eV ; K12 5.972 eV ; M 34.386 eV
1s2 1S: zeroth -2721.139 ; first -2551.067 ; +E2 -2555.358 ; correlated -2555.334 eV
1s2s 1S: zeroth -1700.712 ; first -1637.629 ; +E2 -1640.745 ; correlated -1640.720 eV
1s2s 3S: zeroth -1700.712 ; first -1649.574 ; +E2 -1650.864 ; correlated -1650.878 eV
first minus correlated: 4.267 ; 3.091 ; 1.304 eV
upper root of 2x2 singlet matrix = -1636.336 eV
excitation to 1S: first 913.438 ; correlated 914.615 eV
excitation to 3S: first 901.494 ; correlated 904.456 eV
1S-3S splitting: first 11.945 ; correlated 10.158 eV ; correlated/first 0.850
splitting ratio correlated/first at Z = 40: 0.962
```
